# Why a ballistic filament resists current without heating internally

A resistive memory cell in its conducting state can be bridged by a filament whose narrowest part is only a few atoms wide. Suppose electrons cross it without exchanging energy with its atoms. The filament still shows a resistance, about 13 kΩ for one fully open channel, so a voltage source must deliver power to keep the current flowing. If no collision inside the filament turns this power into heat, where does it go?

The answer comes from following energy as well as charge. In the model below, the energy current entering the filament equals the energy current leaving it. The electrons leave one electrode, and arrive in the other, with energies that do not match equilibrium there, and the electrodes turn the mismatch into heat.

## The model

Take a chain of sites $n$ with energies $\varepsilon_n$, joined by hoppings $-t_n$ between $n$ and $n+1$. Hartree atomic units are used, so $\hbar=e=1$ and $h=2\pi$. A state of energy $E$ obeys

$$E\psi_n=\varepsilon_n\psi_n-t_n\psi_{n+1}-t_{n-1}\psi_{n-1}. \qquad (1)$$

The left (L) and right (R) electrodes are long uniform chains with hopping $t$. They share the thermal energy $\theta=k_BT$ and have electrochemical potentials $\mu_L=\mu_0+V/2$ and $\mu_R=\mu_0-V/2$, with $V>0$. Their site energies are $+V/2$ and $-V/2$, so each band moves with its electrochemical potential and an electrode in equilibrium keeps the same electron density at any bias. When current flows, electrons arriving from the other electrode fill states up to a different electrochemical potential, which changes the density. In a wide real electrode this change is confined to the neighbourhood of the filament. In these single-chain electrodes, which have no relaxation, it extends along the whole chain; for the open filament treated below it is about 0.04 electrons per site, against $2/3$ in equilibrium. The model ignores the field of this extra charge, so the potential profile is imposed, not computed. Across the filament the site energy falls linearly.

The filament is static and electrons do not interact, so scattering is elastic. The symbol $I$ is the electron number current from L to R; the conventional electric current runs the other way.

## Energy current through a cut

The time-dependent equation is $\dot\psi_n=-i(H\psi)_n$. Hence

$$\frac{d|\psi_n|^2}{dt}=2\,\mathrm{Re}(\psi_n^*\dot\psi_n)=2\,\mathrm{Im}\,[\psi_n^*(H\psi)_n]=j_{n-1}-j_n,$$

$$j_n=2t_n\,\mathrm{Im}(\psi_n^*\psi_{n+1}).$$

The site energy drops out because $\varepsilon_n|\psi_n|^2$ is real. So $j_n$ is the particle current through the bond from $n$ to $n+1$. In a stationary state $|\psi_n|^2$ is constant, and $j_n$ is the same for every $n$.

For energy, cut that bond. Let $H_n$ contain all sites up to $n$ and the bonds among them, and let $B_n$ be the cut bond. The rest of the Hamiltonian commutes with $H_n$, so the energy current out of the left part is

$$J_n=-i\langle[B_n,H_n]\rangle=2\,\mathrm{Im}\,\langle B_n\psi|H_n\psi\rangle .$$

The second form holds because the expectation value of the commutator is a number minus its complex conjugate, $2i$ times its imaginary part. To the left of the cut, $B_n\psi$ is nonzero only at site $n$, where it equals $-t_n\psi_{n+1}$. By (1),

$$(H_n\psi)_n=\varepsilon_n\psi_n-t_{n-1}\psi_{n-1}=E\psi_n+t_n\psi_{n+1}.$$

Therefore

$$J_n=2\,\mathrm{Im}\left[-t_nE\,\psi_{n+1}^*\psi_n-t_n^2|\psi_{n+1}|^2\right]=E\,j_n. \qquad (2)$$

The last term is real and drops out; exchanging the two factors in the first reverses its sign. Since $j_n$ does not depend on $n$, neither does $J_n$. Between any two cuts, as much energy leaves as enters.

## Adding the electrons from both sides

A wave number interval $dk$ holds $dk/2\pi$ states per site and spin. Multiplying by the speed $v=dE/dk$ gives an incident flux $dE/2\pi$, or $dE/\pi$ with both spins. A fraction $\mathcal T(E)$ of it crosses. The fraction is the same from either side: the $2\times2$ scattering matrix is unitary, so its rows and columns all have unit norm, and this forces the two off-diagonal elements to have equal magnitude. With Fermi functions $f_L$ and $f_R$,

$$I=\frac1\pi\int\mathcal T\,(f_L-f_R)\,dE,\qquad J_E=\frac1\pi\int E\,\mathcal T\,(f_L-f_R)\,dE. \qquad (3)$$

Now balance each electrode. L loses energy at the rate $J_E$ and electrons at the rate $I$. The external circuit replaces them, and I assume that it supplies energy $\mu_L$ per electron, with no thermoelectric heat of its own. For L to remain steady, the surplus must pass to its lattice. R gains $J_E$ and gives up $\mu_R$ per electron to the circuit. Thus

$$Q_L=\mu_LI-J_E,\qquad Q_R=J_E-\mu_RI,\qquad Q_L+Q_R=VI. \qquad (4)$$

The whole electrical power appears as heat in the electrodes. An electron that leaves L from below $\mu_L$ leaves an empty state, which others fill by dropping in energy. An electron that enters R above $\mu_R$ relaxes downward. These processes take place over distances of the order of the inelastic relaxation length, so the heat may be released close to the filament, and conduction may then warm the filament too. What is absent is a heat source inside it.

## The field still does work

In this model the whole potential drop is placed along the filament, so the field does work on the electrons there. To see what becomes of it, remove the site energy from the energy carried across a cut. This replaces $(H_n\psi)_n$ by $-t_{n-1}\psi_{n-1}$, which by (1) equals $(E-\varepsilon_n)\psi_n+t_n\psi_{n+1}$. The steps that led to (2) now give a flux $(E-\varepsilon_n)j_n$. Summed over the occupied states, it becomes $J_E-\varepsilon_nI$. Between the electrodes it grows by

$$\left(J_E+\tfrac V2I\right)-\left(J_E-\tfrac V2I\right)=VI .$$

The field's work leaves as a larger flux of kinetic energy. That the gain is the full $VI$ follows from the assumed profile; in general it is $I$ times the drop in site energy between the two cuts. With all site energies equal, a uniform chain has $\mathcal T=1$ and no drop inside the filament, and it is nearly this flat profile that keeps a current-carrying open chain neutral; the drop then sits where the channel meets the reservoirs. The balance (4) holds for any profile. Work becomes heat only when that motion is randomized, which here happens in the electrodes.

## The open filament

Let $\mathcal T=1$ across the energies that matter. Write $x=E-\mu_0$, $F(x)=1/(e^{x/\theta}+1)$ and $W(x)=f_L-f_R=F(x-V/2)-F(x+V/2)$. Then

$$W(x)=\int_{-V/2}^{V/2}[-F'(x-s)]\,ds .$$

The function $-F'$ is even and has unit area, so $\int W\,dx=V$, and $W$ is itself even. Equations (3) and (4) give

$$I=\frac V\pi,\qquad \frac VI=\pi=\frac h{2e^2},\qquad Q_L=\frac1\pi\int\left(\frac V2-x\right)W\,dx=\frac{V^2}{2\pi}=Q_R .$$

The resistance is finite because one channel can carry only $1/\pi$ of current per unit of energy window, even with no reflection. Here $V$ is the difference between the electrochemical potentials deep in the electrodes. The length of the filament does not enter.

For numbers, take round model parameters: $t=0.1$, $\mu_0=-0.1$, $\theta=0.001$ (316 K), $V=0.02$ (0.544 V) and 13 filament sites with uniform hopping. The current is $6.366\times10^{-3}$, or 42.2 µA, and the resistance is 3.1417, or 12.91 kΩ. With 41 sites it is 3.1416. The small excess over $\pi$ in the shorter filament is reflection from the potential ramp, the only non-uniformity present. Each electrode receives $0.02^2/(2\pi)=6.366\times10^{-5}$, half of the total 22.9 µW.

## A constriction divides the heat unequally

Now reduce the filament hoppings smoothly, to $0.1-0.05\cos^2(\pi x_b/14)$, where $x_b$ is the distance of a bond from the centre in sites. The smallest is 0.0506, so the local band begins at $-2\times0.0506\approx-0.101$, close to $\mu_0$. Transmission therefore rises steeply there: it is 0.12 at $\mu_R$, 0.48 at $\mu_0$ and 0.87 at $\mu_L$.

The currents are $I=3.1139\times10^{-3}$ and $J_E=-3.0205\times10^{-4}$. The negative sign reflects only the choice of energy zero; shifting that zero by $c$ adds $cI$ to $J_E$ and $c$ to both potentials, leaving (4) unchanged. The heats are

$$Q_L=(-0.09)(3.1139\times10^{-3})+3.0205\times10^{-4}=2.18\times10^{-5},$$

$$Q_R=-3.0205\times10^{-4}+(0.11)(3.1139\times10^{-3})=4.05\times10^{-5},$$

or 3.93 and 7.30 µW. The receiving electrode takes 65% of the heat. The reason is visible in the mean energy per transferred electron, $J_E/I=-0.0970$, which lies 0.0030 above $\mu_0$: the constriction favours the upper part of the window. This gives R the share $(-0.0970+0.1100)/0.02=0.65$.

Measured from the band bottom of each electrode, the net kinetic-energy flux rises from $2.896\times10^{-4}$ on the left to $3.519\times10^{-4}$ on the right. The gain, $6.23\times10^{-5}$, equals $VI$. Meanwhile the total energy current, computed from the wave functions at successive cuts, is constant to rounding error.

## At small bias the source electrode can cool

The two heats need not both be positive. Near $\mu_0$ let $\mathcal T=\mathcal T_0+\mathcal T'x$. The second moment of $W$ is needed. For a fixed $s$, set $x=s+y$:

$$\int x^2[-F'(x-s)]\,dx=s^2+\int y^2[-F'(y)]\,dy=s^2+\frac{\pi^2\theta^2}{3}.$$

The cross term vanishes because $-F'$ is even. The last integral follows by parts:

$$2\int_0^\infty y^2(-F')\,dy=4\int_0^\infty yF\,dy=4\theta^2\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}=4\theta^2\,\frac{\pi^2}{12}.$$

Integrating over $s$ from $-V/2$ to $V/2$ gives

$$M=\int x^2W\,dx=\frac{V^3}{12}+\frac{\pi^2\theta^2V}{3}.$$

In $(V/2-x)(\mathcal T_0+\mathcal T'x)$ the terms odd in $x$ integrate to zero, so

$$Q_L=\frac1\pi\left[\frac{\mathcal T_0V^2}{2}-\mathcal T'M\right],\qquad Q_R=\frac1\pi\left[\frac{\mathcal T_0V^2}{2}+\mathcal T'M\right]. \qquad (5)$$

At small $V$ the thermal part of $M$ is linear in $V$, while the Joule term is quadratic. For $\mathcal T'>0$ the source electrode then cools: electrons above $\mu_L$ escape more readily than those below it. Neglecting $V^3$, cooling requires

$$V<\frac{2\pi^2\theta^2\mathcal T'}{3\mathcal T_0}.$$

The constriction has $\mathcal T_0=0.4855$ and $\mathcal T'=47.6$ at zero bias, which puts the limit near $6\times10^{-4}$. At $V=10^{-4}$ the integrals give $Q_L=-4.03\times10^{-9}$ and $Q_R=5.58\times10^{-9}$. Their sum is $1.55\times10^{-9}=VI$, still positive. Formula (5) gives $-4.22\times10^{-9}$ for $Q_L$, too large in magnitude by 4.5% of the integral's value. With $\theta$ reduced to a quarter and $V$ to a sixteenth, the discrepancy falls to 0.3%, as expected if it comes from the departure of $\mathcal T(E)$ from a straight line, which matters less in a narrower window.

At zero temperature this cooling is impossible. Only energies between $\mu_R$ and $\mu_L$ contribute, and there both $\mu_L-E$ and $E-\mu_R$ are nonnegative. Formula (5) might seem to allow $Q_L<0$ at $\theta=0$ if $V>6\mathcal T_0/\mathcal T'$, but the assumed linear transmission would already be negative at $\mu_R$ once $V>2\mathcal T_0/\mathcal T'$. The formula no longer applies there.

## Following the energy in time

The same division can be found without scattering states. Give each electrode 300 sites, prepare each in its own equilibrium, connect them through the constriction, and evolve the closed chain. The greatest speed is $2t=0.2$ sites per unit time, so reflections from the far ends need at least $600/0.2=3000$ time units to return. Between times 800 and 2400 the rates of $E-\mu N$ in the electrodes, with $E$ and $N$ the energy and electron number of each, are $2.180\times10^{-5}$ and $4.048\times10^{-5}$. They agree with the heats above. The filament's own energy still oscillates slightly; averaged over this interval it changes at a rate whose magnitude is about $3\times10^{-5}$ of $VI$, and other long intervals give values up to about $10^{-4}$.

This closed chain contains no inelastic process. It shows where the energy is delivered; that the delivered energy then becomes heat rests on the assumption that real electrodes relax to equilibrium.

## When heat does appear inside

To see what the argument depends on, attach an inelastic probe to the middle site of the open filament. It absorbs electrons at the rate $\gamma|\psi_0|^2$ and returns equally many, in equilibrium at the lattice temperature. Absorption adds $-i\gamma/2$ to the energy of that site.

Treat the chain around it as uniform, with $v=2t\sin k$ and a wave of unit flux arriving from the left. With $r$ the reflected amplitude, $\psi_0=1/\sqrt v+r$, so

$$\psi_1=\psi_0e^{ik},\qquad \psi_{-1}=\frac{e^{-ik}}{\sqrt v}+re^{ik}=\psi_0e^{ik}-\frac{2i\sin k}{\sqrt v}.$$

The site equation, with energy $-2t\cos k$ relative to the site, becomes

$$\psi_0\left(-2t\cos k+2te^{ik}+\frac{i\gamma}2\right)=\frac{2it\sin k}{\sqrt v}
\quad\Rightarrow\quad \psi_0=\frac{\sqrt v}{v+\gamma/2}.$$

With $a=\gamma/2v$, the direct transmission $D$ and the absorbed fraction $A$ are

$$D=v|\psi_0|^2=\frac1{(1+a)^2},\qquad A=\gamma|\psi_0|^2=\frac{2a}{(1+a)^2}.$$

Let $v$ vary little across the window. Zero net current into the probe requires $A(\mu_L+\mu_R-2\mu_P)=0$, hence $\mu_P=\mu_0$. The current leaving L is

$$I=\frac1\pi\left(DV+A\frac V2\right)=\frac{V}{\pi(1+a)}.$$

Writing Fermi-function differences as integrals over $s$, as before, gives $\int x(f_L-f_P)\,dx=\int_0^{V/2}s\,ds=V^2/8$. The electrons from R contribute the same amount. The heat released at the probe is therefore

$$Q_{\rm in}=\frac{AV^2}{4\pi},\qquad \frac{Q_{\rm in}}{VI}=\frac{A(1+a)}4=\frac{a}{2(1+a)}.$$

It vanishes with $\gamma$. For $\gamma=0.05$ and $v=0.1732$, $a=0.144$ and the predicted internal share is 6.31%; the full energy integration gives 6.33%. For $\gamma=0.3$ the values are 23.2% and 23.3%. The current falls as well. By symmetry the probe returns half of its electrons to each side, so a fraction $A/2=a/(1+a)^2$ of those arriving from L is sent back, and a further $v|r|^2=a^2/(1+a)^2$ is reflected directly. The two add to $a/(1+a)$, the relative loss of current.

A finite resistance therefore does not reveal where heat is released. The ballistic answer requires the filament to be short compared with the distance over which electrons lose energy to its atoms, at the energies set by the applied bias. The model also leaves out electron-electron interaction, self-consistent screening and atomic motion. They can change the transmission and the potential profile, and energy exchange with moving atoms would break the elastic balance in (2). The main computed values are collected in the numerical output below.

## Calculated quantities

```
lead hopping 0.100 Ha, mean potential mu0 -0.100 Ha
thermal energy 0.0010 Ha = 316 K
bias 0.020 Ha = 0.544 V; filament sites 13
OPEN FILAMENT
current 6.366060e-03 a.u. = 42.166 uA
resistance, 13 sites 3.14166 a.u. = 12.907 kOhm
resistance, 41 sites 3.14160 a.u.
heat into L 6.36601e-05 a.u., into R 6.36610e-05 a.u.
total power 1.27321e-04 a.u. = 22.948 uW
CONSTRICTED FILAMENT
smallest hopping 0.05063 Ha
transmission at mu_R, mu0, mu_L: 0.1212, 0.4844, 0.8695
current 3.11393e-03 a.u. = 20.625 uA
resistance V/I 6.4228 a.u. = 26.39 kOhm
energy current -3.02053e-04 a.u.
its largest relative change between cuts 7e-16
kinetic flux from band bottom: in 2.89593e-04 a.u.
kinetic flux from band bottom: out 3.51872e-04 a.u.
field work 6.22785e-05 a.u.; V*I 6.22785e-05 a.u.
heat into L 2.17997e-05 a.u. = 3.929 uW
heat into R 4.04788e-05 a.u. = 7.296 uW
share of heat in R 65.00 %
REAL-TIME CLOSED CHAIN
sites per electrode 300; time window 800 to 2400 a.u.
electron rate into R 3.11398e-03 a.u.
heat rate into L 2.18012e-05 a.u., into R 4.04795e-05 a.u.
filament energy rate / (V*I) -2.6e-05
SMALL BIAS, CONSTRICTED FILAMENT
T(mu0) 0.4855, slope 47.643 per Ha
kT 1.00e-03 Ha, bias 1.000e-04 Ha, V*I 1.5473e-09 a.u.
  heat into L -4.0349e-09 a.u., linear-T formula -4.2178e-09 a.u.
  heat into R 5.5823e-09 a.u.
kT 2.50e-04 Ha, bias 6.250e-06 Ha, V*I 6.0370e-12 a.u.
  heat into L -1.6423e-11 a.u., linear-T formula -1.6471e-11 a.u.
  heat into R 2.2460e-11 a.u.
OPEN FILAMENT WITH INELASTIC PROBE
local velocity 0.17321 sites per a.u. of time
gamma 0.00 Ha: current 6.3661e-03 a.u., inside share 0.000 %, formula 0.000 %
gamma 0.05 Ha: current 5.5621e-03 a.u., inside share 6.330 %, formula 6.307 %
gamma 0.30 Ha: current 3.4096e-03 a.u., inside share 23.255 %, formula 23.205 %
```
